# Storage time of a switched long-base one-sided diode

## Strong reverse drive

A p⁺n junction has carried a forward current \(I_F\) for a long time, and its n base is full of excess holes. At \(t=0\) the circuit reverses the current to a constant magnitude \(I_R\). The junction voltage stays forward until the hole density at the junction has been drawn down to its equilibrium value. The time this takes is the storage time \(t_s\).

The case \(I_R\gg I_F\) is the simplest, because the storage phase is then short compared with the hole lifetime \(\tau\). The forward steady state has excess density \(P_F=I_FL/(qAD)\) at the junction, where \(q\) is the elementary charge, \(A\) the area, \(D\) the hole diffusivity and \(L=\sqrt{D\tau}\). This value is derived below.

Had the current not been switched, this state would have persisted. Switching adds a current \(-(I_F+I_R)\), which removes \((I_F+I_R)/(qA)\) holes per unit area and time. A hole released at a reflecting wall spreads as a half Gaussian, whose density at the wall after a time \(u\) is \(1/\sqrt{\pi Du}\). The removed holes therefore lower the junction density by

\[
\frac{I_F+I_R}{qA}\int_0^t\frac{du}{\sqrt{\pi Du}}
=\frac{I_F+I_R}{qA}\,\frac{2\sqrt t}{\sqrt{\pi D}} .
\]

Setting this equal to \(P_F\), and using \(L/D=\tau/L=\sqrt{\tau/D}\), gives

\[
\sqrt{\frac{t_s}{\tau}}=\frac{\sqrt\pi}{2}\,\frac{I_F}{I_F+I_R},
\qquad
t_s=\frac{\pi\tau}{4}\left(\frac{I_F}{I_F+I_R}\right)^2 .
\]

Recombination was neglected only in the change caused by switching. Restoring it there turns the square root of time into an error function.

## Model and conventions

Forward current is positive, \(x=0\) is the base edge of the depletion layer, and \(p(x,t)\) is the hole density in excess of equilibrium. The assumptions are:

- Injection is low, \(p\ll N_D\), with \(N_D\) the donor density. Holes in the neutral base then move by diffusion, and \(D\) and \(\tau\) are constant.
- The base width \(W\) is much larger than \(L\), so \(p\to0\) deep in the base.
- The junction is one-sided: holes carry all of its current. Charge needed to change the depletion layer is neglected.
- The forward current has flowed for much longer than \(\tau\), and \(I_R\) is constant until \(t_s\).

The hole current is \(-qAD\,p_x\), with subscripts denoting derivatives. Continuity and the junction condition read

\[
p_t=Dp_{xx}-\frac p\tau,\qquad
-qAD\,p_x(0,t)=
\begin{cases}I_F,&t<0\\-I_R,&t>0.\end{cases}
\]

For \(t<0\) the steady equation is \(p_{xx}=p/L^2\). Its decaying solution is \(P_Fe^{-x/L}\), with slope \(-P_F/L\) at the junction. The boundary condition gives \(qADP_F/L=I_F\), hence \(P_F=I_FL/(qAD)\).

Storage ends when \(p(0,t_s)=0\). The junction voltage \(V\) is then zero, since \(p(0)\) is proportional to \(e^{qV/kT}-1\) at low injection. The later decay of the reverse current needs a different boundary condition and is not covered.

## Solution of the diffusion equation

Write \(p=P_Fe^{-x/L}+d(x,t)\). The first term satisfies the equation with current \(I_F\), so the deviation \(d\) satisfies the same equation with

\[
d(x,0)=0,\qquad -qAD\,d_x(0,t)=-(I_F+I_R).
\]

The density due to one hole per unit area released at \(x=0\) is

\[
G(x,t)=\frac{1}{\sqrt{\pi Dt}}\exp\!\left(-\frac t\tau-\frac{x^2}{4Dt}\right).
\]

To confirm this, differentiate:

\[
G_t=\left(-\frac1{2t}-\frac1\tau+\frac{x^2}{4Dt^2}\right)G,\qquad
G_{xx}=\left(\frac{x^2}{4D^2t^2}-\frac1{2Dt}\right)G .
\]

Multiplying the second by \(D\) and subtracting \(G/\tau\) reproduces the first. Since \(\int_0^\infty e^{-x^2/4Dt}dx=\sqrt{\pi Dt}\), the content is \(e^{-t/\tau}\): one hole, reduced by recombination.

Adding the effects of all earlier removals, with \(u\) the time since removal, gives

\[
d(x,t)=-\frac{I_F+I_R}{qA}\,H(x,t),\qquad H(x,t)=\int_0^tG(x,u)\,du .
\]

This satisfies the equation for \(x>0\). The time derivative of \(H\) is \(G(x,t)\), while

\[
DH_{xx}-\frac H\tau=\int_0^tG_u(x,u)\,du=G(x,t),
\]

because \(G(x,u)\to0\) as \(u\to0\) at fixed \(x>0\).

The boundary flux needs a limit, since \(G_x(0,u)=0\) for every \(u>0\). From \(-DG_x=xG/(2u)\) and the substitution \(s=x/(2\sqrt{Du})\),

\[
-DH_x=\frac2{\sqrt\pi}\int_{x/(2\sqrt{Dt})}^{\infty}
\exp\!\left(-s^2-\frac{x^2}{4L^2s^2}\right)ds
\;\longrightarrow\;1\quad(x\to0^+).
\]

The flux of \(H\) is thus one hole per unit area and time, as required.

The solution is unique among decaying ones. The difference \(e\) of two solutions has zero boundary flux and zero initial value, and integration by parts gives

\[
\frac{d}{dt}\int_0^\infty\frac{e^2}{2}\,dx
=-D\int_0^\infty e_x^2\,dx-\frac1\tau\int_0^\infty e^2\,dx\le0 .
\]

A non-negative integral that starts at zero and cannot grow remains zero.

## The storage-time equation

At the junction put \(u=\tau v^2\), so that \(du=2\tau v\,dv\) and \(\sqrt{\pi Du}=\sqrt\pi\,Lv\). Then

\[
H(0,t)=\frac{2\tau}{\sqrt\pi L}\int_0^{\sqrt{t/\tau}}e^{-v^2}dv
=\frac LD\,\mathrm{erf}\sqrt{\frac t\tau},
\]

where \(\tau/L=L/D\) was used. Therefore

\[
p(0,t)=\frac{L}{qAD}\left[I_F-(I_F+I_R)\,\mathrm{erf}\sqrt{\frac t\tau}\right].
\]

The bracket falls strictly from \(I_F\) towards \(-I_R\), so it vanishes once:

\[
\boxed{\;\mathrm{erf}\sqrt{\frac{t_s}{\tau}}=\frac{I_F}{I_F+I_R}\;}
\]

The diffusivity has dropped out. In a long base the initial junction density and the reduction caused by switching are both proportional to \(L/D=\sqrt{\tau/D}\), so this factor cancels when they are set equal. The stored charge \(I_F\tau\) does not depend on \(D\) either.

For implementation, let \(r=I_R/I_F\), \(y=1/(1+r)\) and \(T=t_s/\tau\). Then \(T=[\mathrm{erf}^{-1}(y)]^2\). When \(r\) is very small, \(y\) is close to one and loses digits. The equivalent form \(\mathrm{erfc}\sqrt T=r/(1+r)\), solved with an inverse complementary error function, avoids this. To extract a lifetime from a storage time, use \(\tau=t_s/[\mathrm{erf}^{-1}(y)]^2\), provided the assumptions hold.

The sensitivity to the current ratio follows from \(dy=e^{-T}dT/\sqrt{\pi T}\) and \(dy=-y^2dr\):

\[
\frac{r}{T}\frac{dT}{dr}=-r\,y^2\sqrt{\frac{\pi}{T}}\;e^{T}.
\]

## Limits and a finite forward pulse

For strong reverse drive, set \(z=\sqrt T\) and expand \(y=(2/\sqrt\pi)(z-z^3/3+\dots)\). Solving for \(z\) by substitution and then squaring gives

\[
z=\frac{\sqrt\pi}{2}\,y\left(1+\frac{\pi y^2}{12}+\dots\right),\qquad
T=\frac{\pi y^2}{4}\left(1+\frac{\pi y^2}{6}+\dots\right).
\]

The leading term is the opening result. At \(r=20\) the two terms shown give \(T=0.001783\), equal to the full formula to the digits given.

For weak reverse drive, \(\mathrm{erfc}\sqrt T\simeq e^{-T}/\sqrt{\pi T}\) at large \(T\), so

\[
T\simeq\ln\frac1r-\frac12\ln(\pi T)\qquad(r\to0).
\]

At \(I_R=0\) the storage time is infinite: diffusion deeper into the base and recombination together lower the junction density as \(\mathrm{erfc}\sqrt{t/\tau}\), which never reaches zero.

If the forward current starts in an empty diode and lasts only a time \(t_F\), superpose a step \(+I_F\) at \(-t_F\) and a step \(-(I_F+I_R)\) at zero. The condition becomes

\[
(I_F+I_R)\,\mathrm{erf}\sqrt{\frac{t_s}\tau}
=I_F\,\mathrm{erf}\sqrt{\frac{t_s+t_F}\tau}.
\]

The right side falls short of \(I_F\) by a fraction \(\mathrm{erfc}\sqrt{(t_s+t_F)/\tau}\). From \(\mathrm{erfc}\,z<e^{-z^2}/(z\sqrt\pi)\), this fraction is below 0.2 % once \(t_F\ge5\tau\).

## Density profile and remaining charge

With \(X=x/L\) and, in this section, \(T=t/\tau\) for any time up to \(t_s\), the density is \(p/P_F=e^{-X}-(1+r)S(X,T)\), where

\[
S=\frac12\left[e^{-X}\mathrm{erfc}(a_-)-e^{X}\mathrm{erfc}(a_+)\right],
\qquad a_\mp=\frac X{2\sqrt T}\mp\sqrt T .
\]

To verify \(S\), note that \(a_\mp^2=X^2/(4T)\mp X+T\). Both products \(e^{\mp X}e^{-a_\mp^2}\) therefore equal \(e^{-T-X^2/4T}\). Since \(\partial_T(a_--a_+)=-1/\sqrt T\),

\[
S_T=-\frac1{\sqrt\pi}\,e^{-T-X^2/4T}\,\partial_T(a_--a_+)
=\frac{e^{-T-X^2/4T}}{\sqrt{\pi T}} .
\]

This is the integrand of \(H\) in scaled form, and \(S\to0\) as \(T\to0\) for \(X>0\).

The density does not become negative inside the base before \(t_s\). At a negative interior minimum, \(p_{xx}\ge0\) and \(-p/\tau>0\), so \(p\) would be rising there. A negative value could not have developed from positive initial and boundary values. At \(t_s\) the junction slope is \(I_R/(qAD)>0\), so holes remain just inside.

Integrating the diffusion equation over the base gives the balance of the stored charge \(Q=qA\int_0^\infty p\,dx\):

\[
\frac{dQ}{dt}=-I_R-\frac Q\tau,\quad Q(0)=I_F\tau
\;\Longrightarrow\;
\frac{Q}{I_F\tau}=(1+r)e^{-t/\tau}-r .
\]

This vanishes at \(t_Q=\tau\ln(1+I_F/I_R)\). Taking \(t_Q\) as the storage time would require the whole base to be empty, whereas the voltage responds to the density at the junction. Because \(Q(t_s)>0\), \(t_s<t_Q\) for every ratio in this model.

| \(I_R/I_F\) | \(t_s/\tau\) | \(t_Q/\tau\) |
|---:|---:|---:|
| 0.1 | 1.429 | 2.398 |
| 0.5 | 0.468 | 1.099 |
| 1 | 0.227 | 0.693 |
| 2 | 0.093 | 0.405 |
| 5 | 0.022 | 0.182 |

## A silicon example

Take rough values for a silicon p⁺n diode at 300 K: \(N_D=10^{16}\) cm⁻³, hole mobility 430 cm²/Vs, \(\tau=10\) µs, \(A=0.01\) cm² and \(W=500\) µm. Let \(I_F=I_R=2\) mA. With \(kT/q=25.85\) mV,

\[
D=430\times0.02585=11.12\ \mathrm{cm^2/s},\qquad
L=\sqrt{11.12\times10^{-5}}\ \mathrm{cm}=105.4\ \mathrm{\mu m}.
\]

The initial junction density is

\[
P_F=\frac{(2\times10^{-3})(0.01054)}
{(1.602\times10^{-19})(0.01)(11.12)}
=1.18\times10^{15}\ \mathrm{cm^{-3}},
\]

or 0.118 of \(N_D\), near the upper edge of low injection. The current ratio gives \(\mathrm{erf}\sqrt T=1/2\), so \(\sqrt T=0.47694\), \(T=0.22747\) and

\[
t_s=0.22747\times10\ \mathrm{\mu s}=2.275\ \mathrm{\mu s}.
\]

The zero-charge time is 6.931 µs, about three times as long. Of the initial 20.00 nC, the reverse current has extracted 4.55 nC by \(t_s\) and recombination has removed 3.59 nC. The remaining 11.86 nC is 59 % of the start. A numerical search of the profile puts its maximum 78.6 µm deep, at 0.3165 of \(P_F\).

## Size of the neglected effects

The first four effects below were sized with a one-dimensional model of the neutral base, using 500 cells and implicit time steps of 2 ns. With none of the effects included, it gives 2.276 µs. Absolute times from this setting are 0.001 to 0.003 µs later than their converged values (2.274 µs here), so their last digit is not significant; the percentage changes move by less than 0.1 point on refinement. For these four effects, the changes in storage time are relative to that value and refer to the time at which \(V=0\); other settings are held fixed.

**Injection level and base field.** With \(n=N_D+p\) and total current density \(J\), the hole current density becomes

\[
J_p=\frac{\mu_pp}{\mu_pp+\mu_nn}\,J-qD_ap_x,\qquad
D_a=\frac{n+p}{n/D_p+p/D_n}.
\]

Here \(D_p=D\), and the electron mobility \(\mu_n=1200\) cm²/Vs sets \(D_n=\mu_nkT/q\). The change is −0.9 %, with the lifetime kept independent of injection. That restriction matters: if the lifetime instead rises as \(\tau[1+p/(N_D+p)]\), the Shockley–Read–Hall form for equal electron and hole capture lifetimes and a mid-gap level, the combined change is about +5.5 %.

**Depletion charge.** With \(p(0)[N_D+p(0)]=n_i^2(e^{qV/kT}-1)\) and \(n_i=10^{10}\) cm⁻³, the initial voltage is 0.662 V. In the depletion approximation the ionised charge is \(A\sqrt{2q\varepsilon N_D(V_{bi}-V)}\), where \(\varepsilon\) is 11.7 times the vacuum permittivity, \(V_{bi}=(kT/q)\ln(N_AN_D/n_i^2)\) and \(N_A=10^{19}\) cm⁻³. It must grow by \(q_d=0.268\) nC as \(V\) falls to zero. This is small beside 20 nC, yet the delay is 18.2 %.

The reason is that diffusion still supplies about 92 % of \(I_R\) when \(p(0)\) has fallen to 1 % of its start. In the fixed-current solution, \(p(0)/P_F\) would continue downward at a rate \(\sigma/\tau\), with

\[
\sigma=\frac{(1+r)e^{-T}}{\sqrt{\pi T}}=1.885 .
\]

Suppose instead that \(p(0)\) stays near zero for a further short time \(\delta\tau\). The hole current must then differ from \(-I_R\) by some \(i(\delta)I_F\), and this difference charges the depletion layer. For \(\delta\ll1\), cancelling the downward trend requires

\[
\int_0^\delta\frac{i(u)\,du}{\sqrt{\pi(\delta-u)}}=\sigma\delta
\;\Longrightarrow\; i(u)=2\sigma\sqrt{u/\pi},
\]

as follows from \(\int_0^\delta\sqrt{u/(\delta-u)}\,du=\pi\delta/2\). Integrating \(i\) and equating the charge to \(q_d\),

\[
\frac{4\sigma}{3\sqrt\pi}\,\delta^{3/2}=\frac{q_d}{I_F\tau}=0.0134
\;\Longrightarrow\;\delta\approx0.045 .
\]

This is 0.45 µs if the whole swing is assigned to the time after \(t_s\). The numerical delay is \(2.690-2.276=0.414\) µs. In the same runs, the time at which \(p(0)\) reaches 1 % of its start moves only from 2.224 to 2.294 µs. Most of the delay therefore comes after the junction density has nearly vanished.

The depletion approximation is rough at strong forward bias, because holes spilling over from the p⁺ side narrow the region emptied of electrons. Solving Poisson's equation with Boltzmann carrier densities raises the charge swing to 0.338 nC and the delay to about 21 %.

**Electrons injected into the p⁺ side.** The electron current density was taken as \(J_{0e}(e^{qV/kT}-1)\), with

\[
J_{0e}=\frac{qn_i^2e^{\Delta/kT}D_e}{N_A\sqrt{D_e\tau_e}} .
\]

Rough values are a band-gap narrowing \(\Delta=50\) meV, \(D_e=3\) cm²/s and \(\tau_e=30\) ns. The low-injection ratio of electron to hole current is 0.066, and storage shortens by 9.2 %. Part of \(I_F\) no longer fills the base, and the same electron current assists the removal after switching. The size depends strongly on the emitter: with \(\Delta=80\) meV and the other values unchanged, storage shortens by about 25 %.

**Drive through a resistor.** A 10 V supply and 5 kΩ give \(I_R=(10\ \mathrm V+V)/(5\ \mathrm{k\Omega})\), initially 6.6 % above 2 mA. The sensitivity formula at \(r=1\) gives −1.17 % in \(t_s\) per +1 % in \(I_R\), or −7.7 % to first order if that excess persisted. The model gives −6.5 %, with \(V\) falling during storage.

All four effects together give 2.326 µs, a change of +2.2 %. This small total results from cancellation and should not be read as the accuracy of the formula for other diodes. It also rests on the depletion approximation, whose error of about three percentage points in the depletion-charge delay is as large as the total: with the Poisson charge the four effects together give about +4.9 %.

**Base width.** Finite-difference solutions with \(p(W)=0\) give a change of −0.036 % for the 500 µm base. For \(W=L\), at the same current ratio, \(t_s/\tau\) falls from 0.227 to 0.124, and the long-base formula should not be used.

**Other limits.** Depletion-layer recombination, estimated as \(qn_iw\,e^{qV/2kT}/(2\tau)\) per unit area with \(w\) the depletion width, is 0.25 % of \(I_F\) at the start. After recovery to 10 V reverse bias the peak field is 0.184 MV/cm, below the rough few tenths of MV/cm at which silicon breaks down; during storage the junction is still forward biased. Temperature can matter more. If \(\tau\) grew as the square of absolute temperature, an assumed law, \(t_s\) at 400 K and the same currents would be 4.04 µs.

## Use for real diodes

A lifetime of 10 µs is plausible for a silicon rectifier not treated for speed; fast diodes are given much shorter lifetimes. The example's current density, 0.2 A/cm², is far below the rough 100 A/cm² at which power rectifiers operate. Scaling \(P_F\) by that factor of 500 would give about \(6\times10^{17}\) cm⁻³, well above \(N_D\), so low injection fails and the present formula gives no reliable storage time. At the example's low current, depletion charge gives the largest of the corrections computed with the values assumed above: 18 % in the depletion approximation, about 21 % with the fuller Poisson charge. Electron injection into the p⁺ side can exceed it if band-gap narrowing there is stronger. The end of a measured current plateau is also later than \(V=0\): with a resistor drive, the current departs appreciably from its plateau only when the reverse junction voltage becomes a noticeable fraction of the supply. A lifetime inferred from that later time, without correction, is biased upward by this effect.
